\section*{Decay of flux in a deep hole at small sticking probability}

\section{Problem}

A gas enters a deep, straight hole of circular cross-section and diameter $d$. The gas is so thin that molecules meet the wall but not each other: this is free molecular flow. At each wall hit a molecule sticks with constant probability $s=0.001$. Otherwise it leaves at once, in a direction drawn from the cosine law and independent of the direction of arrival. Over what depth does the wall flux $J(z)$, the number of hits per unit area and time at depth $z$, fall by a factor $e$? Express the answer in hole diameters.

The hole is taken to be much deeper than the length sought, and the flux entering the mouth is uniform and cosine-distributed. The flux then depends on depth but not on position around the circumference.

\section{A tempting solution}

Follow one molecule from the wall. Let $\theta$ be the angle between its velocity and the hole axis, and $\phi$ the angle between the transverse part of its velocity and the inward wall normal. Then $0<\theta<\pi$ and $-\pi/2<\phi<\pi/2$. The cosine of the angle to the normal is $\sin\theta\cos\phi$, and the solid angle is $\sin\theta\,d\theta\,d\phi$. The cosine law therefore gives the probability
\begin{equation}
 dP=\frac{1}{\pi}\sin^2\theta\,\cos\phi\;d\theta\,d\phi .
 \label{weight}
\end{equation}
It is normalized, since the integral over $\theta$ is $\pi/2$ and that over $\phi$ is $2$.

Seen along the axis, the flight is a chord of a circle, of length $d\cos\phi$. If the full path length is $\ell$, its transverse part is $\ell\sin\theta$. Hence
\begin{equation}
 \ell=\frac{d\cos\phi}{\sin\theta},\qquad
 x=\ell\cos\theta=d\cos\phi\,\frac{\cos\theta}{\sin\theta},
 \label{flight}
\end{equation}
where $x$ is the axial jump. Its mean vanishes, because $\theta\to\pi-\theta$ reverses its sign without changing the weight. Its mean square is
\begin{align}
 \langle x^2\rangle
 &=\frac{d^2}{\pi}\int_{-\pi/2}^{\pi/2}\cos^3\phi\,d\phi
   \int_0^\pi\cos^2\theta\,d\theta \nonumber\\
 &=\frac{d^2}{\pi}\cdot\frac43\cdot\frac{\pi}{2}
 =\frac{2d^2}{3}.
 \label{moment}
\end{align}
The factor $\sin^2\theta$ in the weight has cancelled the denominator of $x^2$.

A molecule survives about $1/s=1000$ flights. Successive jumps are independent and have zero mean, so their mean squares add:
\begin{equation}
 z_{\rm rms}=\sqrt{\frac{1}{s}\,\langle x^2\rangle}
 =d\sqrt{\frac{2}{3s}}=25.8\,d .
 \label{wrong}
\end{equation}
The tempting conclusion is that the flux falls by a factor $e$ every 26 diameters.

\section{Where the argument fails}

Everything up to the value of $z_{\rm rms}$ is sound for small $s$. The fault is the last sentence, which takes a root-mean-square distance for a decay length. The first measures the width of the distribution of capture points. The second measures how steeply the flux falls with depth. Their ratio depends on the shape of the distribution, which the argument never finds.

Suppose, for instance, that molecules released at $z=0$ in a long tube are captured with the density $e^{-|z|/\lambda}/(2\lambda)$. The two halves contribute equally, so
\begin{equation}
 \langle z^2\rangle=\frac{1}{\lambda}\int_0^\infty z^2e^{-z/\lambda}\,dz
 =2\lambda^2 .
 \label{rms}
\end{equation}
The rms distance then exceeds the decay length by $\sqrt2$. Whether this is the right shape must be settled by a balance of molecules at the wall.

\section{The right solution}

\subsection{Balance at the wall}

Let $K(x)$ be the probability density of the axial jump, symmetric in $x$. Far from both ends, the molecules hitting the wall at $z$ come from wall elements at $z-x$, which re-emit a fraction $1-s$ of what they receive:
\begin{equation}
 J(z)=(1-s)\int_{-\infty}^{\infty}K(x)\,J(z-x)\,dx .
 \label{balance}
\end{equation}
For small $s$ we expect $J$ to change little over one diameter, and expand
\begin{equation}
 J(z-x)\simeq J(z)-xJ'(z)+\tfrac12x^2J''(z).
\end{equation}
The integral of $K$ is one, the linear term vanishes by symmetry, and the quadratic term contains the moment (\ref{moment}). Thus
\begin{equation}
 J=(1-s)\left(J+\frac{d^2}{3}J''\right)
 \quad\Longrightarrow\quad
 sJ=(1-s)\frac{d^2}{3}J'' .
\end{equation}
To leading order in $s$, the factor $1-s$ on the right is replaced by one:
\begin{equation}
 J''=\frac{3s}{d^2}\,J .
 \label{ode}
\end{equation}
The solutions are $e^{-z/\lambda}$ and $e^{+z/\lambda}$. The growing one is excluded in a deep hole fed from the mouth, so
\begin{equation}
 J(z)\propto e^{-z/\lambda},\qquad
 \lambda=\frac{d}{\sqrt{3s}} .
 \label{result}
\end{equation}
For $s=0.001$,
\begin{equation}
 \frac{\lambda}{d}=\frac{1}{\sqrt{0.003}}=18.26 .
\end{equation}
The decay length is about 18 hole diameters. Since $\lambda\gg d$, the assumption of slow variation is consistent.

The shape used in (\ref{rms}) is now justified at this order. For release at one point of a long tube, (\ref{ode}) holds on either side of that point, and the solution that vanishes at both distant ends is $e^{-|z|/\lambda}$. Its rms distance $\sqrt2\,\lambda$ is the value found in (\ref{wrong}). The random walk was right, but its result had to be divided by $\sqrt2$.

The balance also shows what is wrong with 26 diameters. An exponential with decay length $z_{\rm rms}$ has $J''=3sJ/(2d^2)$. The net supply from neighbouring parts of the wall would be $(d^2/3)J''=sJ/2$, half of what sticks. A steady profile must be steeper.

\subsection{The same result from diffusion}

The mean path follows from (\ref{weight}) and (\ref{flight}):
\begin{equation}
 \langle\ell\rangle=\frac d\pi\int_{-\pi/2}^{\pi/2}\cos^2\phi\,d\phi
 \int_0^\pi\sin\theta\,d\theta
 =\frac d\pi\cdot\frac\pi2\cdot2=d .
\end{equation}
Let $f(v)$ be the normalized speed distribution in the gas and $\bar v$ its mean speed. Molecules leaving the wall have speeds weighted by $vf(v)$, so their mean inverse speed is $\int f\,dv/\int vf\,dv=1/\bar v$. Speed and direction are independent, and the mean flight time is $d/\bar v$. The diffusion coefficient along the hole is therefore
\begin{equation}
 D=\frac{\langle x^2\rangle}{2\,d/\bar v}=\frac{d\,\bar v}{3}.
\end{equation}

With number density $n$, the wall flux is $J=n\bar v/4$. A hole has wall area $4/d$ per unit volume, so sticking removes $s(n\bar v/4)(4/d)=sn\bar v/d$ molecules per unit volume and time. In the steady state
\begin{equation}
 \frac{d\bar v}{3}\,n''=\frac{s\bar v}{d}\,n ,
\end{equation}
which is (\ref{ode}) again. The speed cancels: faster molecules spread faster, but also hit the wall more often. At fixed $s$ the decay length is therefore independent of temperature, molecular mass and pressure, as long as the flow stays free molecular.

The net axial flow has the same decay length. In the steady state it equals everything deposited below $z$:
\begin{equation}
 F(z)=s\pi d\int_z^\infty J(z')\,dz'=s\pi d\,\lambda\,J(z).
 \label{flow}
\end{equation}

\section{How good is the exponential?}

The derivation kept one moment of the jump distribution. To judge this, (\ref{balance}) was solved numerically with the mouth included and without the expansion. The far end was left open, at 30 decay lengths for $s\geq0.001$ and at 12 for $s=0.0001$. An exponential was fitted between one and four decay lengths from the mouth. For $s=0.001$ the wall flux gives $18.36\,d$, which is 0.6\% above the formula, and the axial flow gives $18.60\,d$, about 2\% above it. Both exclude $25.8\,d$.

For $s=0.1$, $0.01$, $0.001$ and $0.0001$, the fitted wall-flux length exceeds the formula by 4.6, 1.7, 0.6 and 0.2\%. These excesses depend on the range of the fit, because the profile is not exactly exponential: at $s=0.1$ the local decay length $-J/J'$ is 8\% below the formula at one decay length and 17\% above it at four, while at $s=0.001$ it is 1\% below and 2\% above. The formula is thus a small-$s$ result that is only a rough guide at $s=0.1$. Keeping the factor $1-s$ in the balance would not improve this fit: at $s=0.1$ that factor shortens $\lambda$ by 5\%, while the fitted length is longer. That factor alone is no consistent correction: even for a jump distribution with a finite fourth moment, the next term in the expansion of $J(z-x)$ would change the balance at the same order in $s$. Here the long flights give a correction larger than either: the four excesses above fall by about a factor of three per decade of $s$, that is as $\sqrt s$ rather than as $s$.

\subsection{Long flights}

A jump beyond a large distance $X$ needs a direction close to the axis. For small $\theta$, (\ref{flight}) gives $x\simeq d\cos\phi/\theta$, so $x>X$ means $\theta<d\cos\phi/X$. The probability of such a jump in one direction is
\begin{align}
 S(X)&\simeq\frac1\pi\int_{-\pi/2}^{\pi/2}\cos\phi\,d\phi
 \int_0^{d\cos\phi/X}\theta^2\,d\theta \nonumber\\
 &=\frac{d^3}{3\pi X^3}\int_{-\pi/2}^{\pi/2}\cos^4\phi\,d\phi
 =\frac{d^3}{8X^3},
 \label{tail}
\end{align}
because the last integral is $3\pi/8$. Differentiation gives $K(x)=-S'(x)\simeq3d^3/(8x^4)$. The second moment of $K$ is finite, but $x^4K$ tends to a constant and the fourth moment diverges. The next term of the expansion therefore does not exist in its usual form.

The same function gives the flux arriving directly from the mouth. A wall element at depth $z$ receives molecules along the lines of sight that reach the opening. With cosine weighting, these make up the fraction $S(z)$ of its directions. Relative to the entering flux, the direct flux is thus $S(z)\simeq d^3/(8z^3)$.

A power law outlasts any exponential. Far down, this direct flux acts as a slowly varying source, and each arriving molecule makes about $1/s$ hits before it sticks. The resulting wall flux is roughly $S(z)/s$. At 15 decay lengths, $z=274\,d$, this is
\begin{equation}
 \frac{1}{8\,(274)^3\,(0.001)}\simeq6\times10^{-6}
\end{equation}
of the entering flux. The full solution gives $8.7\times10^{-6}$, while the fitted exponential has fallen to $3.1\times10^{-7}$. The estimate leaves out long flights that start from the upper walls, which add to the flux.

At four decay lengths the full flux and the fitted exponential differ by less than 1\%. At eight the full flux is 23\% larger, and at fifteen it is 28 times larger. When flights longer than two decay lengths are removed from the calculation, both from the mouth and from the walls, the last ratio drops from 28 to 0.78. Long flights do cause the deep tail. The exponential law therefore describes the first few decay lengths, in which most of the deposition takes place, and not arbitrary depth. Its range shrinks as $s$ grows: the full flux exceeds the fitted exponential by 20\% at about eight decay lengths for $s=0.001$, six for $s=0.01$ and five for $s=0.1$.

\subsection{A hole with a bottom}

Let the hole end at depth $L$, with the same sticking probability on the bottom. If capture there is neglected, no net flow crosses $z=L$, so $J'(L)=0$. The solution of (\ref{ode}) is then
\begin{equation}
 J(z)=J_0\,\frac{\cosh[(L-z)/\lambda]}{\cosh(L/\lambda)},
 \label{bottom}
\end{equation}
where $J_0$ is the diffusive profile continued to the mouth. The neglect is justified as follows. The bottom captures $sJ$ per unit area. In an endless hole, (\ref{flow}) divided by the cross-section $\pi d^2/4$ gives a downward flow of $4s\lambda J/d$ per unit area. The ratio is $d/(4\lambda)$, or 1.4\% here.

For a hole several decay lengths deep, but not so deep that long flights dominate, the flux at the bottom is $J_0/\cosh(L/\lambda)\simeq2J_0e^{-L/\lambda}$, twice the value in an endless hole, because molecules that would have gone deeper come back. For $L\ll\lambda$, (\ref{bottom}) gives a nearly uniform flux. A coating can thus be even in a shallow hole at the same $s$ that makes it uneven in a deep one.

\section{A hole in alumina deposition}

Consider atomic layer deposition of alumina from trimethylaluminium in a hole 100 nm wide and 10\,000 nm deep, at 500 K. The precursor pressure is 0.1 Torr and the total pressure 1 Torr. The value $s=0.001$, a density of 4 reactive sites per nm$^2$, a collision diameter of 0.6 nm and a growth of 0.1 nm per cycle are rough values for such a process. The decay length is
\begin{equation}
 \lambda=18.26\times100\ {\rm nm}\simeq1830\ {\rm nm}=1.83\ \mu{\rm m}.
\end{equation}
The hole is $100/18.26=5.5$ decay lengths deep. By (\ref{bottom}), the bottom flux is about $2e^{-5.48}=0.8\%$ of $J_0$; long flights, which this formula leaves out, raise it to about 0.9\%. By the same formula, molecules returned by the bottom add only about 0.01\% to the flux at one decay length from the mouth.

The assumption that a real process breaks first is constant sticking, because occupied sites no longer react. The flux entering the mouth is $1.85\times10^{23}\ {\rm m^{-2}\,s^{-1}}$, and the slightly smaller wall flux just inside is approximated by the same value. If sticking is proportional to the free sites, each free site at the mouth is filled at the rate
\begin{equation}
 \frac{0.001\times1.85\times10^{23}}{4\times10^{18}}\ {\rm s^{-1}}
 \simeq46\ {\rm s^{-1}} .
\end{equation}
A dose of 1 ms fills $1-e^{-0.046}=4.5\%$ of the sites there. If $s$ fell by this fraction along the whole hole, $\lambda$ would grow by 2.3\%. This is an upper bound, because the coverage falls with depth. After 100 ms the mouth is 99\% covered. The upper wall then hardly consumes precursor, the filled region extends downwards, and (\ref{result}) no longer describes the profile. The formula belongs to the start of a pulse, or to a process whose sticking does not saturate.

The other neglected effects are smaller, or act slowly. The hard-sphere formula for like molecules gives a mean free path of about 32 $\mu$m, 324 times the diameter; with nitrogen or argon as the carrier gas it lies between about 25 and 40 $\mu$m, depending on the pair diameter chosen. The common rule of adding the resistances of wall and gas collisions multiplies $D$ by $1/(1+1/324)$ and shortens $\lambda$ by 0.15\%. This rule understates the effect, because collisions cut short the long flights, which contribute more than their share to $\langle x^2\rangle$. If each collision randomizes the direction, $D$ falls by about 0.8\% and the fitted decay length by about 0.3\%, which is still negligible. The profile settles within several times $d/(s\bar v)=0.26\ \mu$s, in under $2\ \mu$s down to the bottom of this hole and far below 1 ms, provided that molecules which do not react leave the wall promptly. After 50 cycles the film narrows the hole by 10\% where growth is complete, and at fixed $s$ the local $\lambda$ shrinks in proportion.

The sticking probability itself matters more. With the diameter held fixed, halving $s$ gives $25.8\,d$ and doubling it gives $12.9\,d$. Conversely, a decay length measured while the sticking is still constant yields $s=d^2/(3\lambda^2)$, where a 10\% error in $\lambda$ becomes about 20\% in $s$. Reading such a measurement with (\ref{wrong}) instead would make $s$ too large by a factor of two. A film grown with a saturating dose has a flatter profile over the same depths, and the inversion then gives too small an $s$, by about a factor of three for the 100 ms dose above. A film thickness reflects the precursor profile only if the water half-cycle is complete along the whole hole. The numerical output below lists most of the values used here.

\section*{Numbers as computed}
\begin{verbatim}
Sticking probability s: 0.001
Mean flight path, ray tracing: 1.000 diameters
Mean square axial jump: 0.66667 diameters^2
Decay length, formula: 18.26 diameters
Decay length, wall flux from full equation: 18.36 diameters
Decay length, axial flow from full equation: 18.60 diameters
Amplitude of fitted exponential at mouth: 0.923 of entering flux
Sticking | formula | full equation (diameters) | difference (%)
0.1000 | 1.83 | 1.91 | +4.61
0.0100 | 5.77 | 5.87 | +1.67
0.0010 | 18.26 | 18.36 | +0.56
0.0001 | 57.74 | 57.85 | +0.20
Depth (decay lengths) | wall flux, full equation | fitted exponential
1 | 3.438e-01 | 3.415e-01
2 | 1.261e-01 | 1.263e-01
4 | 1.740e-02 | 1.729e-02
8 | 3.992e-04 | 3.238e-04
12 | 2.475e-05 | 6.063e-06
15 | 8.657e-06 | 3.069e-07
Full flux / exponential at 15 decay lengths: 28.2
Same ratio without flights over 2 decay lengths: 0.78
Hole diameter: 100 nm; depth: 10000 nm
Aspect ratio: 100; depth / decay length: 5.48
Decay length in example: 1826 nm
Temperature: 500 K; molar mass: 72.09 g/mol
Precursor pressure: 0.1 Torr; total: 1.0 Torr
Mean molecular speed: 383 m/s
Flux entering mouth: 1.85e+23 1/(m^2 s)
Rough site density: 4.0 1/nm^2
Mouth coverage after 1 ms: 4.5 %
Decay length change from that coverage: +2.3 %
Mouth coverage after 100 ms: 99.0 %
Rough collision diameter: 0.6 nm
Gas mean free path: 32373 nm; Knudsen number: 324
Decay length change from gas collisions: -0.15 %
Time to reach steady profile: 0.26 us
Bottom return at one decay length, upper bound: 0.013 %
Rough growth per cycle: 0.1 nm; cycles: 50
Narrowing of hole after these cycles: 10 %
Decay length for s/2 and 2s: 25.8 and 12.9 diameters
\end{verbatim}
